# The linear ion-drift memristor under a sinusoidal voltage

## Problem

A thin insulating film of thickness \(D\) lies between two electrodes. Mobile positive dopants fill a layer of width \(w\) next to one electrode, and the rest of the film is undoped. If the whole film were doped its resistance would be \(R_{\rm on}\); if it were all undoped, \(R_{\rm off}>R_{\rm on}>0\). The two layers are in series, and each contributes in proportion to its width:

\[
v=M\,i,\qquad M=R_{\rm on}\frac{w}{D}+R_{\rm off}\left(1-\frac{w}{D}\right).
\]

The boundary between the layers moves with the drift velocity of the dopants, taken as mobility \(\mu\) times the field in the doped layer. Positive current widens that layer. Its dopant density is assumed to stay constant, so the adjacent electrode must supply dopants as the layer widens and take them up as it shrinks. Diffusion and any relaxation at zero voltage are neglected, so the boundary stands still when no current flows.

From \(t=0\), with \(w(0)=w_0\) and \(0<w_0<D\), the voltage is \(v=V_0\sin\omega t\), where \(V_0>0\).

1. On what feature of the past current does the resistance \(M\) depend?
2. Find \(i(t)\), and the frequencies for which the solution holds.
3. How does the curve traced in the \((v,i)\) plane behave at \(v=0\)?
4. Find the area of one lobe of the curve. How does it change with frequency at fixed \(V_0\) and \(w_0\)?

For numbers, take the round model values \(D=10\) nm, \(w_0=1\) nm, \(\mu=10^{-14}\ {\rm m^2/(V\,s)}\), \(R_{\rm on}=1\) kΩ, \(R_{\rm off}=11\) kΩ and \(V_0=1\) V. They illustrate the model and do not describe a particular device. The mean field at 1 V is \(10^8\) V/m. The field in the undoped layer, \(R_{\rm off}i/D\), is higher, up to \(1.4\times10^8\) V/m at 10 Hz and \(1.7\times10^8\) V/m at 7 Hz, while the field in the doped layer is eleven times smaller. In a real film such fields may cause nonlinear drift or breakdown, which the model leaves out.

## First estimate by scaling

Let \(\Delta R=R_{\rm off}-R_{\rm on}\), and let \(R_0=R_{\rm off}-\Delta R\,w_0/D\) be the initial resistance. Here \(\Delta R=10\) kΩ and \(R_0=11-10\times0.1=10\) kΩ.

The field in the doped layer is its voltage \(R_{\rm on}(w/D)\,i\) divided by its width \(w\), which is \(R_{\rm on}i/D\). The boundary speed is therefore \(\mu R_{\rm on}i/D\). The charge that would move the boundary across the whole film is the one for which \(\mu R_{\rm on}Q_0/D=D\):

\[
Q_0=\frac{D^2}{\mu R_{\rm on}}
=\frac{(10^{-8})^2}{10^{-14}\times10^{3}}\ {\rm C}=10\ \mu{\rm C}.
\]

Suppose first that the resistance hardly changes. The current is then about \((V_0/R_0)\sin\omega t\), and the charge passed in the positive half period is

\[
q_{\rm est}=\frac{V_0}{R_0}\int_0^{\pi/\omega}\sin\omega t\,dt=\frac{2V_0}{R_0\,\omega}.
\]

This moves the boundary by the fraction \(q_{\rm est}/Q_0\) of the film and lowers the resistance by \(\Delta R\,q_{\rm est}/Q_0\). Relative to \(R_0\), the drop is

\[
\beta=\frac{2\Delta R\,V_0}{Q_0R_0^2\,\omega}.
\]

The currents on the outward and return paths thus differ by a fraction of order \(\beta\) of \(V_0/R_0\), over a voltage range \(V_0\). The lobe area should be of order

\[
A_{\rm est}=\beta\,\frac{V_0^2}{R_0},
\]

with a numerical factor that scaling can't supply. The estimate falls as \(1/\omega\), because a shorter half period carries less charge.

At 10 Hz, \(\omega=62.83\) rad/s and \(\beta=20/62.83=0.318\). With \(V_0^2/R_0=100\) V µA, this gives \(q_{\rm est}=3.18\) µC and \(A_{\rm est}=31.8\) V µA. A resistance drop of a third is not small, so the assumption of nearly constant resistance is doubtful here.

The estimate also suggests a lowest frequency. The boundary stays inside the film if \(\beta R_0<R_0-R_{\rm on}\), or

\[
\omega>\omega_{\rm est}=\frac{2\Delta R\,V_0}{Q_0R_0(R_0-R_{\rm on})}=22.2\ {\rm rad/s}.
\]

## Exact solution

### Resistance and charge

Let \(q(t)=\int_0^t i\,dt'\) be the net charge passed since the start. The drift law is

\[
\frac{dw}{dt}=\frac{\mu R_{\rm on}}{D}\,i .
\]

Dividing by \(D\) and integrating from \(0\) to \(t\) gives

\[
\frac{w}{D}=\frac{w_0}{D}+\frac{\mu R_{\rm on}}{D^2}\,q=\frac{w_0}{D}+\frac{q}{Q_0}.
\]

The series resistance can be written \(M=R_{\rm off}-\Delta R\,w/D\). Inserting \(w/D\),

\[
M(q)=R_{\rm off}-\Delta R\frac{w_0}{D}-\Delta R\frac{q}{Q_0}
=R_0-\frac{\Delta R}{Q_0}\,q .
\]

This answers the first question. For a given initial state, the past enters through the net charge alone. The waveform, the duration and the order of the pulses do not matter as long as the boundary has remained inside the film. The sine has not been used.

### Charge and flux

Since \(i=dq/dt\), the circuit equation is \(v=M(q)\,dq/dt\). The right side is a total time derivative. Define the flux \(\varphi(t)=\int_0^t v\,dt'\); here the word means the time integral of the voltage, and no magnetic field is implied. Integration gives

\[
\varphi=\int_0^q\left(R_0-\frac{\Delta R}{Q_0}q'\right)dq'
=R_0q-\frac{\Delta R}{2Q_0}q^2 .
\]

To express \(M\) by the flux, square \(M(q)\):

\[
M^2=R_0^2-\frac{2\Delta R}{Q_0}\left(R_0q-\frac{\Delta R}{2Q_0}q^2\right)
=R_0^2-\frac{2\Delta R}{Q_0}\varphi .
\]

Since \(M\ge R_{\rm on}>0\) inside the film, the positive root applies. The charge then follows from \(q=Q_0(R_0-M)/\Delta R\):

\[
M=\sqrt{R_0^2-\frac{2\Delta R}{Q_0}\varphi},\qquad
q=\frac{Q_0R_0}{\Delta R}\left[1-\sqrt{1-\frac{2\Delta R\,\varphi}{Q_0R_0^2}}\right].
\]

### The sine drive and its frequency limit

Write \(\theta=\omega t\). The flux of the sine is

\[
\varphi=\frac{V_0}{\omega}(1-\cos\theta).
\]

Hence \(2\Delta R\,\varphi/(Q_0R_0^2)=\beta(1-\cos\theta)\), with the same \(\beta\) as in the estimate, and

\[
i=\frac{V_0\sin\theta}{R_0\sqrt{1-\beta(1-\cos\theta)}} .
\]

The flux returns to zero after each period, and so do the charge and the boundary displacement. The motion is periodic from the first cycle, without a transient.

The flux is never negative, so \(w\ge w_0\). It is largest at \(\theta=\pi\), where the resistance is smallest:

\[
M_{\min}=sR_0,\qquad s=\sqrt{1-2\beta}.
\]

The boundary stays short of the far electrode if \(M_{\min}>R_{\rm on}\), that is, if \(R_0^2-4\Delta R\,V_0/(Q_0\omega)>R_{\rm on}^2\). Solving for \(\omega\),

\[
\omega>\omega_{\min}=\frac{4\Delta R\,V_0}{Q_0\,(R_0^2-R_{\rm on}^2)} .
\]

For the chosen values \(\omega_{\min}=40.4\) rad/s, or 6.43 Hz. At lower frequencies the boundary reaches the electrode. The problem then needs an additional rule for what happens there, and from that moment the formulas above no longer hold.

### Behaviour at the origin

Throughout the allowed range \(M\) lies between \(R_{\rm on}\) and \(R_{\rm off}\), so it is finite and positive. From \(i=v/M\), the current vanishes when the voltage vanishes and at no other time. The curve is pinched: it passes through the origin at \(\theta=0\) and again at \(\theta=\pi\), and it meets neither axis elsewhere.

The slopes of the two passages follow from

\[
\frac{di}{dt}=\frac{1}{M}\frac{dv}{dt}-\frac{v}{M^2}\frac{dM}{dt}.
\]

At \(v=0\) the last term vanishes, which leaves \(di/dv=1/M\). The slope is \(1/R_0\) at \(\theta=0\) and \(1/(sR_0)\) at \(\theta=\pi\). At 10 Hz, \(s=0.603\), and the slopes are 100 and 166 µA/V. The device carries no current at either crossing, but its boundary stands in a different place.

Between the crossings, each voltage \(0<v<V_0\) occurs twice, at \(\theta\) and at \(\pi-\theta\). The later passage has more flux, hence a smaller \(M\) and a larger current. At 10 Hz and 0.5 V:

- At 30° the flux is 2.13 mV s, the charge 0.216 µC and the resistance 9.78 kΩ. The current is \(0.5\ {\rm V}/9.78\ {\rm k\Omega}=51.1\) µA.
- At 150° the flux is 29.7 mV s, the charge 3.63 µC and the resistance 6.37 kΩ. The current is \(0.5\ {\rm V}/6.37\ {\rm k\Omega}=78.5\) µA.

With \(v\) drawn horizontally, the first lobe is therefore a simple loop run counterclockwise.

### Area of one lobe

The area is the return current minus the outward current, integrated over voltage. Followed in time, \(\int i\,dv\) counts the outward path positively and the return path negatively, so it equals \(-A\):

\[
A=-\int_0^{\pi} i\,V_0\cos\theta\,d\theta
=-\frac{V_0^2}{R_0}\int_0^\pi\frac{\sin\theta\cos\theta\,d\theta}{\sqrt{1-\beta+\beta\cos\theta}} .
\]

Put \(u=\cos\theta\). Then \(\sin\theta\,d\theta=-du\), and this sign is absorbed by exchanging the limits:

\[
A=-\frac{V_0^2}{R_0}\,J,\qquad J=\int_{-1}^{1}\frac{u\,du}{\sqrt{1-\beta+\beta u}} .
\]

Next take the square root as the variable, \(r=\sqrt{1-\beta+\beta u}\). Then \(u=(r^2-1+\beta)/\beta\) and \(du=2r\,dr/\beta\), and the limits become \(r=s\) and \(r=1\). The factor \(r\) cancels the root:

\[
J=\frac{2}{\beta^2}\int_s^1(r^2-1+\beta)\,dr
=\frac{2}{\beta^2}\left[\frac{1-s^3}{3}-(1-\beta)(1-s)\right].
\]

From \(s^2=1-2\beta\) we have \(\beta=(1-s^2)/2\) and \(1-\beta=(1+s^2)/2\). The bracket becomes

\[
(1-s)\left[\frac{1+s+s^2}{3}-\frac{1+s^2}{2}\right]
=(1-s)\,\frac{-1+2s-s^2}{6}=-\frac{(1-s)^3}{6}.
\]

With \(\beta^2=(1-s)^2(1+s)^2/4\), the prefactor \(2/\beta^2\) is \(8/[(1-s)^2(1+s)^2]\), so that

\[
J=-\frac{4}{3}\,\frac{1-s}{(1+s)^2},\qquad
A=\frac{4}{3}\,\frac{V_0^2}{R_0}\,\frac{1-s}{(1+s)^2}.
\]

At 10 Hz this gives \(A=\tfrac43\times100\times0.397/1.603^2=20.6\) V µA.

The second lobe has the same size. Replacing \(\theta\) by \(2\pi-\theta\) reverses both \(v\) and \(i\), so the second lobe is the first one rotated by 180° about the origin and run in the opposite sense. The signed area of the whole figure-eight is therefore zero at every allowed frequency, and the area of one lobe is the useful measure of hysteresis.

### Change with frequency

As \(\omega\) rises at fixed \(V_0\) and \(w_0\), \(\beta\) falls and \(s\) rises towards 1. The area decreases with \(s\), because

\[
\frac{d}{ds}\,\frac{1-s}{(1+s)^2}=\frac{-(1+s)-2(1-s)}{(1+s)^3}=\frac{s-3}{(1+s)^3}<0 .
\]

The lobe thus shrinks steadily over the whole range \(\omega>\omega_{\min}\), and its area tends to zero as \(s\to1\). In that limit the curve becomes the straight line \(i=v/R_0\). At high frequency the model device acts as an ordinary resistor whose value is set by its initial state. A real film also has a capacitance, neglected here, whose current grows with frequency.

## Comparison of estimate and solution

The largest charge is \(q_{\max}=Q_0R_0(1-s)/\Delta R\), while the estimate can be written \(q_{\rm est}=\beta Q_0R_0/\Delta R\). With \(\beta=(1-s)(1+s)/2\), the ratios of exact to estimated values are

\[
\frac{q_{\max}}{q_{\rm est}}=\frac{2}{1+s},\qquad
\frac{A}{A_{\rm est}}=\frac{8}{3(1+s)^3}.
\]

For \(s\to1\) the charge estimate becomes exact and the missing factor in the area is \(1/3\). The high-frequency law is

\[
A\to\frac{\beta V_0^2}{3R_0}=\frac{2\Delta R\,V_0^3}{3Q_0R_0^3\,\omega}.
\]

To find the first correction, use \(s\approx1-\beta\). Then \((1+s)^3\approx8(1-\tfrac32\beta)\), and the area exceeds this law by a fraction of about \(\tfrac32\beta\). That is 4.8 % at 100 Hz and 0.48 % at 1000 Hz. The areas obtained by integrating the drift equation numerically exceed it by 5.01 % and 0.48 %.

| \(f\) (Hz) | \(s\) | \(q_{\max}\) (µC) | \(A\) (V µA) | \(1/\omega\) law (V µA) |
|---|---|---|---|---|
| 7 | 0.301 | 6.99 | 55.1 | 15.2 |
| 10 | 0.603 | 3.97 | 20.6 | 10.6 |
| 20 | 0.826 | 1.74 | 6.97 | 5.31 |
| 100 | 0.968 | 0.324 | 1.11 | 1.06 |
| 1000 | 0.997 | 0.032 | 0.107 | 0.106 |

Near the lower limit the estimate misses a feedback. Passing charge lowers the resistance, and the same flux then drives more charge. At 10 Hz the charge is 3.97 µC instead of 3.18 µC, a factor \(2/1.603=1.25\). At 7 Hz the area is 3.6 times the \(1/\omega\) law, and the feedback is only part of the reason. The current contains \(1/M\), which rises more than in proportion as \(M\) falls. If the boundary moved as in the estimate, without feedback, but the current were still \(v/M\), the area would be 26.8 V µA, or 1.77 times the law. Adding the feedback then multiplies the area by a further 2.06. The two effects reinforce each other, so the split depends on the order: feedback with a current linearised in the resistance drop gives 1.45 times the law, and the full \(1/M\) then adds a factor of 2.51. The same feedback raises the lowest frequency: \(\omega_{\min}/\omega_{\rm est}=2R_0/(R_0+R_{\rm on})=20/11\), which takes 22.2 to 40.4 rad/s. The estimate would have admitted frequencies at which the boundary hits the electrode.

## The drive with opposite sign

If the voltage starts downwards, \(v=-V_0\sin\omega t\), the flux changes sign and \(\beta\) is replaced by \(-\beta\). The resistance now rises, up to \(s'R_0\) with \(s'=\sqrt{1+2\beta}\), and the boundary moves towards \(w=0\). The condition \(s'R_0<R_{\rm off}\) gives

\[
\omega>\frac{4\Delta R\,V_0}{Q_0(R_{\rm off}^2-R_0^2)}=\frac{4\times10^9}{2.1\times10^7}\ {\rm rad/s}=190\ {\rm rad/s},
\]

or about 30 Hz. This limit is higher than before because only 1 nm of doped layer is available to be removed.

The area integral is unchanged apart from \(s\to s'\), and the lobe area is \(\tfrac43(V_0^2/R_0)(s'-1)/(1+s')^2\). Its derivative with respect to \(s'\) has the sign of \(3-s'\). Here \(s'<R_{\rm off}/R_0=1.1\), so the lobe again shrinks steadily as the frequency rises. In a film with \(R_{\rm off}>3R_0\), however, \(s'\) can exceed 3 near the lower frequency limit. The lobe then first grows with frequency, is largest at \(s'=3\), and shrinks beyond that. The high-frequency collapse holds for both signs of the drive, whereas a steady decrease over the whole allowed range is assured for the positive start.

The numerical output lists the solved states at 10 Hz and the lobe areas for the positive start.

## Computed values

```
Film thickness D = 10.0 nm, initial width w0 = 1.0 nm
Ion mobility mu = 1.0e-14 m^2/(V s)
R_on = 1.0 kohm, R_off = 11.0 kohm
dR = 10.0 kohm, R0 = 10.0 kohm
Amplitude V0 = 1.0 V, charge scale Q0 = 10.00 uC
Lowest valid frequency = 6.431 Hz (omega_min = 40.40 rad/s)
Main case: f = 10 Hz, omega = 62.832 rad/s, beta = 0.3183, s = 0.6028
Solved state in the main case:
phase(deg)  v(V)  flux(mV s)  q(uC)  w(nm)  M(kohm)  i(uA)
     0    0.000     0.000    0.000   1.000  10.000      0.00
    30    0.500     2.132    0.216   1.216   9.784     51.10
    90    1.000    15.915    1.744   2.744   8.256    121.12
   150    0.500    29.699    3.628   4.628   6.372     78.47
   180    0.000    31.831    3.972   4.972   6.028      0.00
Slope at origin, start: 100.00 uA/V (numerical 100.00)
Slope at origin, half period: 165.89 uA/V (numerical 165.89)
Lobe area versus frequency (areas in V uA):
f(Hz)  beta  s  q_max(uC)  formula  polygon  1/f limit
     7  0.45473  0.30090  6.9910  55.0789  55.0788  15.1576
    10  0.31831  0.60281  3.9719  20.6145  20.6145  10.6103
    20  0.15915  0.82565  1.7435  6.9749  6.9749  5.3052
    50  0.06366  0.93417  0.6583  2.3462  2.3462  2.1221
   100  0.03183  0.96765  0.3235  1.1142  1.1142  1.0610
  1000  0.00318  0.99681  0.0319  0.1066  0.1066  0.1061
Excess of polygon area over 1/f limit: 5.01 % at 100 Hz, 0.48 % at 1000 Hz
```
